# Exponential Attraction of Opposite Domain Walls in a Quartic Polarization Field: a numerical check

```python
"""Interaction of a distant kink and antikink in a quartic polarization field.

Energy per wall area (Gaussian units):
  F = integral dx [ (g/2) P'^2 + (beta/4) (P^2 - P0^2)^2 ],  P0^2 = alpha/beta
Single wall: P = P0 tanh(x/w), w = sqrt(2 g/alpha), sigma = 4 g P0^2/(3 w).
Result under test, for wall separation d >> w:
  U(d) = F(pair) - 2 sigma -> -(16 g P0^2/w) exp(-2 d/w) = -12 sigma exp(-2 d/w)
Symbols: r = d/w, q = exp(-2 r), c = coth(r), e0 = g P0^2/w.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_bvp

alpha = 0.2          # dimensionless
beta = 4.0e-11       # cm^3/erg
g = 1.0e-15          # cm^2
nm = 1.0e-7          # cm
P0 = np.sqrt(alpha / beta)
w = np.sqrt(2 * g / alpha)
e0 = g * P0**2 / w
sigma = 4 * e0 / 3

# Uniform grid: the trapezoid sum converges exponentially for these profiles.
x = np.linspace(-25 * w, 25 * w, 5001)
dx = x[1] - x[0]


def energy_parts(P, slope):
    """Gradient and quartic energies from the definition of F."""
    gradient = np.sum(0.5 * g * slope**2) * dx
    quartic = np.sum(0.25 * beta * (P**2 - P0**2)**2) * dx
    return gradient, quartic


def pair_parts(d):
    """Energies of the superposed kink and antikink, by quadrature."""
    left, right = (x + d / 2) / w, (x - d / 2) / w
    P = P0 * (np.tanh(left) - np.tanh(right) - 1)
    slope = P0 / w * (1 / np.cosh(left)**2 - 1 / np.cosh(right)**2)
    return energy_parts(P, slope)


def closed_interaction(r):
    """Closed form of the superposition interaction, in units of e0."""
    q = np.exp(-2 * r)
    excess = 2 * q / (1 - q)          # coth(r) - 1 without cancellation
    c = 1 + excess
    return 8 * excess * (r * excess * (2 * c + 1) - (2 * c - 1))


def leading(d):
    return -12 * sigma * np.exp(-2 * d / w)


# Single wall: field equation by finite differences, energy by quadrature.
wall = P0 * np.tanh(x / w)
second = (wall[2:] - 2 * wall[1:-1] + wall[:-2]) / dx**2
residual = g * second + alpha * wall[1:-1] - beta * wall[1:-1]**3
assert np.max(np.abs(residual)) < 1e-3 * alpha * P0  # second-order stencil
wall_energy = sum(energy_parts(wall, P0 / w / np.cosh(x / w)**2))
assert abs(wall_energy / sigma - 1) < 1e-10
tail_ratio = (P0 - P0 * np.tanh(4.0)) / (2 * P0 * np.exp(-8.0))
assert abs(tail_ratio - 1) < 1e-3

# Integrals of powers of the overlap function u.
for r in (0.7, 2.0, 4.0):
    c = 1 / np.tanh(r)
    u = np.tanh(x / w + r / 2) - np.tanh(x / w - r / 2)
    formulas = (2 * r, 4 * (r * c - 1), 4 * (3 * r * c**2 - r - 3 * c),
                8 / 3 * (15 * r * c**3 - 9 * r * c + 4 - 15 * c**2))
    for power, formula in enumerate(formulas, start=1):
        assert abs(np.sum(u**power) * dx / w - formula) < 1e-9

# Separate gradient and quartic parts, and their sum.
for r in (0.7, 1.5, 3.0, 5.0):
    c = 1 / np.tanh(r)
    gradient, quartic = pair_parts(r * w)
    gradient_formula = -4 * (r * c - 1) * (c**2 - 1)
    quartic_formula = (r * (8 - 4 * c - 24 * c**2 + 20 * c**3)
                       + 24 * c - 20 * c**2 - 4)
    assert abs((gradient - sigma) / e0 - gradient_formula) < 1e-10
    assert abs((quartic - sigma) / e0 - quartic_formula) < 1e-10
    total = (gradient + quartic - 2 * sigma) / e0
    assert abs(total - closed_interaction(r)) < 1e-10

# Large-separation forms of the parts and the next term of the sum.
r = 5.0
q = np.exp(-2 * r)
gradient, quartic = pair_parts(r * w)
assert abs((gradient - sigma) / e0 / (-16 * (r - 1) * q) - 1) < 0.01
assert abs((quartic - sigma) / e0 / (16 * (r - 2) * q) - 1) < 0.01
next_term = ((gradient + quartic - 2 * sigma) / e0 + 16 * q) / q**2
assert abs(next_term / (96 * r - 80) - 1) < 0.02

# The superposition energy rises with separation: attraction.
sampled = np.array([sum(pair_parts(s * w)) for s in np.linspace(0.2, 8, 79)])
assert np.all(np.diff(sampled) > 0)


def relaxed_pair(r):
    """Relaxed pair with zeros pinned at +-r/2: (U/e0, midpoint P/P0)."""
    def equations(y, v):
        return np.vstack((v[1], 2 * v[0] * (v[0]**2 - 1),
                          0.5 * v[1]**2 + 0.5 * (1 - v[0]**2)**2))

    def boundary(start, end):
        return np.array([start[1], end[0], start[2]])

    y = np.linspace(0, r / 2, 401)
    guess = np.vstack((np.tanh(r / 2 - y), -1 / np.cosh(r / 2 - y)**2,
                       0.6 * y / y[-1]))
    solution = solve_bvp(equations, boundary, y, guess, tol=1e-9,
                         max_nodes=50000)
    assert solution.success
    outer_halves = wall_energy / e0
    total = 2 * solution.y[2, -1] + outer_halves
    return total - 2 * wall_energy / e0, solution.y[0, 0]


relaxed = {}
for r in (3.0, 4.0, 5.0):
    relaxed[r] = relaxed_pair(r)
    q = np.exp(-2 * r)
    # The expected relative correction is of order r*q.
    assert abs(relaxed[r][0] / (-16 * q) - 1) < 15 * r * q
assert abs((1 - relaxed[5.0][1]) / (4 * np.exp(-5.0)) - 1) < 0.03

# Force: energy derivative against midpoint energy density and asymptote.
step = 0.02
force_slope = (relaxed_pair(4 + step)[0] - relaxed_pair(4 - step)[0]) / (2 * step)
force_midpoint = 0.5 * (1 - relaxed[4.0][1]**2)**2
assert abs(force_slope / force_midpoint - 1) < 1e-3
assert abs(force_slope / (32 * np.exp(-8.0)) - 1) < 0.04


def stationary_width(field):
    """Distance between zeros of the stationary domain in a field.

    field is E w^2/(g P0); the width is in units of w, from the first integral.
    """
    background = np.min(np.roots([2, 0, -2, -field]).real)
    split = np.sqrt(2 - 2 * background**2)
    turning, upper = -background - split, -background + split
    integral = quad(lambda s: 2 / ((turning - s**2 - background)
                                   * np.sqrt(upper - turning + s**2)),
                    0, np.sqrt(turning), epsabs=1e-11, epsrel=1e-11)[0]
    return 2 * integral


for r in (4.0, 5.0, 6.0):
    reduced_field = 16 * np.exp(-2 * r)
    # The expected error of the width is of order reduced_field*r.
    assert abs(stationary_width(reduced_field) - r) < 2 * reduced_field * r

# Separation at which the attraction of a square patch equals kT.
temperature = 300.0
side = 10 * nm
thermal = constants.k * temperature / constants.erg
d_thermal = w / 2 * np.log(12 * sigma * side**2 / thermal)
patch_energy = (sum(pair_parts(d_thermal)) - 2 * sigma) * side**2
assert abs(-patch_energy / thermal - 1) < 0.01

print(f"alpha = {alpha:.2f} (dimensionless)")
print(f"beta = {beta:.2e} cm^3/erg")
print(f"g = {g:.2e} cm^2")
print(f"P0 = {P0:.4e} statC/cm^2")
to_micro = 1e6 * 10 / (constants.c * 100)
print(f"P0 converted = {P0 * to_micro:.2f} microC/cm^2")
print(f"wall width parameter w = {w / nm:.4f} nm")
print(f"tail decay length w/2 = {w / 2 / nm:.4f} nm")
print(f"energy barrier alpha P0^2/4 = {alpha * P0**2 / 4:.3e} erg/cm^3")
print(f"single-wall energy sigma, formula = {sigma:.4f} erg/cm^2")
print(f"single-wall energy, quadrature = {wall_energy:.4f} erg/cm^2")
print(f"prefactor 12 sigma = {12 * sigma:.3f} erg/cm^2")
print("Superposed pair: d, U by quadrature, leading law, ratio")
for d_nm in (2, 3, 4, 5, 6):
    d = d_nm * nm
    U = sum(pair_parts(d)) - 2 * sigma
    print(f"d = {d_nm} nm: U = {U:.6f} erg/cm^2, "
          f"law = {leading(d):.6f} erg/cm^2, ratio = {U / leading(d):.5f}")
gradient, quartic = pair_parts(4 * nm)
print(f"gradient part of U at 4 nm = {gradient - sigma:.6f} erg/cm^2")
print(f"quartic part of U at 4 nm = {quartic - sigma:.6f} erg/cm^2")
print("Relaxed pair with pinned zeros: U, ratio to leading law, midpoint")
for r, (U, midpoint) in relaxed.items():
    print(f"d = {r * w / nm:.0f} nm: U = {U * e0:.6f} erg/cm^2, "
          f"ratio = {U * e0 / leading(r * w):.5f}, P_m/P0 = {midpoint:.5f}")
unit_force = e0 / w
print(f"force at 4 nm, energy slope = {force_slope * unit_force:.5e} dyn/cm^2")
print(f"force at 4 nm, midpoint = {force_midpoint * unit_force:.5e} dyn/cm^2")
print(f"force at 4 nm, leading law = "
      f"{32 * np.exp(-8 * nm / w) * unit_force:.5e} dyn/cm^2")
field = 16 * g * P0 / w**2 * np.exp(-8 * nm / w)
width = stationary_width(field * w**2 / (g * P0)) * w
print(f"balancing field for 4 nm, leading law = {field:.3f} statV/cm")
print(f"same field converted = {field * constants.c * 1e-6 / 1e3:.4f} kV/cm")
print(f"stationary width in that field, quadrature = {width / nm:.5f} nm")
print(f"patch side = {side / nm:.1f} nm, temperature = {temperature:.0f} K")
print(f"thermal energy kT = {thermal:.4e} erg")
print(f"separation where patch attraction equals kT = {d_thermal / nm:.3f} nm")
print(f"patch attraction there, quadrature = {-patch_energy:.4e} erg")
print("finished without a failed check")
```

Printed output:

```
alpha = 0.20 (dimensionless)
beta = 4.00e-11 cm^3/erg
g = 1.00e-15 cm^2
P0 = 7.0711e+04 statC/cm^2
P0 converted = 23.59 microC/cm^2
wall width parameter w = 1.0000 nm
tail decay length w/2 = 0.5000 nm
energy barrier alpha P0^2/4 = 2.500e+08 erg/cm^3
single-wall energy sigma, formula = 66.6667 erg/cm^2
single-wall energy, quadrature = 66.6667 erg/cm^2
prefactor 12 sigma = 800.000 erg/cm^2
Superposed pair: d, U by quadrature, leading law, ratio
d = 2 nm: U = -12.614936 erg/cm^2, law = -14.652511 erg/cm^2, ratio = 0.86094
d = 3 nm: U = -1.918477 erg/cm^2, law = -1.983002 erg/cm^2, ratio = 0.96746
d = 4 nm: U = -0.266657 erg/cm^2, law = -0.268370 erg/cm^2, ratio = 0.99362
d = 5 nm: U = -0.036279 erg/cm^2, law = -0.036320 erg/cm^2, ratio = 0.99886
d = 6 nm: U = -0.004914 erg/cm^2, law = -0.004915 erg/cm^2, ratio = 0.99981
gradient part of U at 4 nm = -0.806372 erg/cm^2
quartic part of U at 4 nm = 0.539714 erg/cm^2
Relaxed pair with pinned zeros: U, ratio to leading law, midpoint
d = 3 nm: U = -2.089295 erg/cm^2, ratio = 1.05360, P_m/P0 = 0.76356
d = 4 nm: U = -0.271230 erg/cm^2, ratio = 1.01066, P_m/P0 = 0.92307
d = 5 nm: U = -0.036391 erg/cm^2, ratio = 1.00196, P_m/P0 = 0.97262
force at 4 nm, energy slope = 5.47344e+06 dyn/cm^2
force at 4 nm, midpoint = 5.47192e+06 dyn/cm^2
force at 4 nm, leading law = 5.36740e+06 dyn/cm^2
balancing field for 4 nm, leading law = 37.953 statV/cm
same field converted = 11.3781 kV/cm
stationary width in that field, quadrature = 4.00302 nm
patch side = 10.0 nm, temperature = 300 K
thermal energy kT = 4.1419e-14 erg
separation where patch attraction equals kT = 4.934 nm
patch attraction there, quadrature = 4.1367e-14 erg
finished without a failed check
```
